# Rate-constant derivatives from unperturbed kinetic Monte Carlo runs of epitaxial growth, part 1

(Sections cited here and not found follow in the second part.)

## 1. The weight of a path and its derivative

### Definitions and conventions

A growing surface is described by a configuration $x$, which lists the occupied sites. It changes through elementary events such as the arrival of an atom or a diffusion step. Events that share a rate constant form a class, labelled $j$. Let $k_j$ be the rate constant of one event of class $j$, in s$^{-1}$, and let $h_j(x)$ be the number of such events available in configuration $x$. The propensity of the class and the total propensity are

$$a_j(x)=k_jh_j(x),\qquad a_0(x)=\sum_j a_j(x). \tag{1}$$

The counts $h_j(x)$ depend on the configuration but not on any rate constant. The process has no memory: in a short time $d\tau$, each available event of class $j$ occurs with probability $k_j\,d\tau$, whatever happened before.

The system is followed over a fixed window $0\le s\le t$. A path $\omega$ consists of the initial configuration $x_0$, the number of events $n$, their times $s_1<s_2<\dots<s_n$, and the identity of each event. The $m$-th event belongs to class $j_m$ and leads from $x_{m-1}$ to $x_m$. We set $s_0=0$ and write $\tau_m=s_m-s_{m-1}$ for the waiting times. Three path quantities are needed:

$$N_j=\text{number of class-}j\text{ events},\qquad H_j=\int_0^t h_j(x(s))\,ds,\qquad A_j=k_jH_j=\int_0^t a_j(x(s))\,ds. \tag{2}$$

Angle brackets denote the average over paths. The derivative $\partial/\partial\ln k_j=k_j\,\partial/\partial k_j$ is taken with $t$ and all other rate constants fixed, and $k_j>0$. The distribution $p_0(x_0)$ of the initial configuration is at first taken to be independent of the rate constants.

### The probability density of a path

Let $Q(\tau)$ be the probability that a configuration $x$ survives for a time $\tau$ without an event. Survival to $\tau+d\tau$ requires survival to $\tau$ and no event in the next $d\tau$, so

$$Q(\tau+d\tau)=Q(\tau)\,[1-a_0(x)\,d\tau]\quad\Rightarrow\quad \frac{dQ}{d\tau}=-a_0(x)\,Q,\qquad Q(\tau)=e^{-a_0(x)\tau}. \tag{3}$$

The density of the waiting time is $-dQ/d\tau=a_0e^{-a_0\tau}$. Given that an event occurs, a particular event of class $j$ is the one chosen with probability $k_j/a_0$. These are the two random draws of a kinetic Monte Carlo step. Their product is

$$a_0(x)e^{-a_0(x)\tau}\,\frac{k_j}{a_0(x)}=k_j\,e^{-a_0(x)\tau}. \tag{4}$$

The total propensity has cancelled from the prefactor. It remains in the exponent.

After the last event the system stays in $x_n$ until the window closes. This contributes the survival probability $e^{-a_0(x_n)(t-s_n)}$, without a prefactor because no event ends the interval. Multiplying all factors gives

$$\mathcal P[\omega]=p_0(x_0)\left[\prod_{m=1}^{n}k_{j_m}e^{-a_0(x_{m-1})\tau_m}\right]e^{-a_0(x_n)(t-s_n)}. \tag{5}$$

This is a density with respect to $ds_1\cdots ds_n$, and the discrete choices of events are summed. Each class $j$ appears $N_j$ times among the prefactors. The exponents add up to the integral of $a_0$ along the path, which by (1) and (2) is $\sum_jk_jH_j$. Therefore

$$\mathcal P[\omega]=p_0(x_0)\prod_jk_j^{N_j}\;\exp\Big(-\sum_jk_jH_j\Big). \tag{6}$$

If the path reaches an absorbing configuration, where $a_0=0$, the last survival factor is one and nothing more is added to $H_j$.

### The logarithmic derivative

The logarithm of (6) is

$$\ln\mathcal P[\omega]=\ln p_0(x_0)+\sum_iN_i\ln k_i-\sum_ik_iH_i. \tag{7}$$

Now hold the path fixed and vary $k_j$. The numbers $N_i$ and $H_i$ belong to the path and do not change. The first sum contributes $N_j$, because $\partial\ln k_i/\partial\ln k_j=\delta_{ij}$. The second contributes $-k_jH_j$, because $\partial k_i/\partial\ln k_j=k_j\delta_{ij}$. Hence

$$\boxed{\;W_j\equiv\frac{\partial\ln\mathcal P[\omega]}{\partial\ln k_j}=N_j-A_j=N_j-\int_0^ta_j(x(s))\,ds\;} \tag{8}$$

The two terms have opposite tendencies. A larger $k_j$ favours paths in which events of class $j$ occur, and penalises paths that wait in configurations where such events were possible but did not happen. The integral $A_j$ accumulates the instantaneous expected rate along the configurations actually visited, so $W_j$ is the excess of events over this running expectation.

### From the weight to the derivative of an average

Let $f[\omega]$ be any quantity computed from a path, for instance the number of islands at time $t$. Written out, its average is

$$\langle f\rangle=\sum_{x_0}\sum_{n=0}^{\infty}\;\sum_{\text{events}}\;\int_{0<s_1<\dots<s_n<t}ds_1\cdots ds_n\;\mathcal P[\omega]\,f[\omega]. \tag{9}$$

The domain of summation and integration does not depend on the rate constants, because the window is fixed. The derivative therefore acts on the integrand alone. With $\partial\mathcal P/\partial\ln k_j=\mathcal P\,W_j$ from (8), the product rule gives

$$\frac{\partial\langle f\rangle}{\partial\ln k_j}=\langle fW_j\rangle+\Big\langle\frac{\partial f}{\partial\ln k_j}\Big\rangle. \tag{10}$$

The second term is present if the formula for $f$ itself contains $k_j$ at fixed path, as it does for $f=A_j$. It vanishes for counts, coverages and indicators of events.

Exchanging the derivative with the infinite sum needs a justification. Suppose that the counts are bounded, $h_i(x)\le\bar h_i$, as on a finite lattice with bounded occupation. Let the rate constants vary in a small interval with upper ends $\bar k_i$, and define $\Lambda=\sum_i\bar k_i\bar h_i$. The exponential in (6) is at most one. The sum over the possible $m$-th events of their rate constants is at most $\Lambda$, so the sum over all sequences of $n$ events is at most $\Lambda^n$. The ordered times fill a volume $t^n/n!$. Finally $|W_j|\le N_j+A_j\le n+\Lambda t$. If $|f|$ is at most $g(n)$, with $g$ a polynomial, the differentiated terms are dominated by

$$\sum_{n=0}^{\infty}\frac{(\Lambda t)^n}{n!}\,(n+\Lambda t)\,g(n)<\infty. \tag{11}$$

The factorial makes this series converge, uniformly over the interval of rate constants, and the exchange is allowed. If $f$ contains $k_j$ explicitly, its derivative must obey a bound of the same kind. These conditions are sufficient. They exclude, for example, a model whose propensities can grow without limit in a finite time.

Equation (10) requires no run at a changed rate constant. The right-hand side is an average over the ordinary process, and one set of runs supplies the weights of all classes. During a run one adds $a_j(x)$ times the time spent in $x$ to $A_j$, and adds one to $N_j$ at each event of class $j$. The random numbers and the path are unaffected.

### A case that can be summed by hand

Let atoms arrive at a constant rate and let nothing else happen. Then $A=\lambda$ is the same for all paths, the count $n$ has the Poisson distribution $e^{-\lambda}\lambda^n/n!$, and $W=n-\lambda$. Take $f=1/(1+n)$. Its average is

$$\langle f\rangle=\frac{e^{-\lambda}}{\lambda}\sum_{n=0}^\infty\frac{\lambda^{n+1}}{(n+1)!}=\frac{e^{-\lambda}(e^{\lambda}-1)}{\lambda}=\frac{1-e^{-\lambda}}{\lambda}. \tag{12}$$

Since $\lambda$ is proportional to the rate constant, the direct derivative is

$$\lambda\frac{d\langle f\rangle}{d\lambda}=\lambda\left[\frac{e^{-\lambda}}{\lambda}-\frac{1-e^{-\lambda}}{\lambda^2}\right]=e^{-\lambda}-\frac{1-e^{-\lambda}}{\lambda}. \tag{13}$$

For the weighted average, use $(n-\lambda)/(1+n)=1-(1+\lambda)/(1+n)$:

$$\langle fW\rangle=1-(1+\lambda)\frac{1-e^{-\lambda}}{\lambda}=1-\frac{1-e^{-\lambda}}{\lambda}-(1-e^{-\lambda})=e^{-\lambda}-\frac{1-e^{-\lambda}}{\lambda}. \tag{14}$$

The two agree. For $\lambda=1.5$ both equal $0.2231-0.5179=-0.2948$.

### Mean, variance and a bound

Choose $f=1$ in (10). The left side is zero because probability is normalised, so

$$\langle W_j\rangle=0,\qquad\langle N_j\rangle=\langle A_j\rangle. \tag{15}$$

Next choose $f=W_i=N_i-k_iH_i$. Its average is zero for every value of the rate constants, so the left side of (10) is again zero. At fixed path its explicit derivative is $-\delta_{ij}A_j$. Thus $0=\langle W_iW_j\rangle-\delta_{ij}\langle A_j\rangle$, and with (15)

$$\langle W_iW_j\rangle=\delta_{ij}\langle N_j\rangle. \tag{16}$$

The weights of different classes are uncorrelated, even though the classes influence one another through the configuration. The variance of each weight is the mean number of its events, as for a Poisson count, although $N_j$ itself need not be Poisson distributed.

Because $\langle W_j\rangle=0$, a constant may be subtracted from $f$ without changing $\langle fW_j\rangle$. For $f$ without explicit dependence on $k_j$, write

$$S_j\equiv\frac{\partial\langle f\rangle}{\partial\ln k_j}=\langle(f-\langle f\rangle)W_j\rangle. \tag{17}$$

The Cauchy–Schwarz inequality and (16) then give

$$|S_j|\le\sqrt{\operatorname{Var}f\;\langle N_j\rangle}. \tag{18}$$

A process that rarely occurs in the window can therefore have at most a weak logarithmic influence on a quantity of given variance. A process that occurs often may have a strong influence, but need not.

The limit of a rare process also shows a weakness of the method. The derivative with respect to $k_j$ itself uses the weight $W_j/k_j$, whose variance is $\langle N_j\rangle/k_j^2=\langle H_j\rangle/k_j$. This diverges as $k_j\to0$ if the process remains available, so that $\langle H_j\rangle$ tends to a positive value. Runs from which a process is absent cannot reveal through this weight what its introduction would do.

### Scaling all rates

Let $f$ depend on the final configuration alone. The probabilities $p(x,s)$ obey the master equation, which has the form $dp/ds=\sum_jk_jL_jp$ with matrices $L_j$ that contain no rate constants. Its solution is

$$p(t)=\exp\Big(\sum_jk_jt\,L_j\Big)p_0. \tag{19}$$

Rate constants and time enter through the products $k_jt$. With $u_j=k_jt$, the chain rule gives $t\,\partial\langle f\rangle/\partial t=\sum_ju_j\,\partial\langle f\rangle/\partial u_j$, and each term of the sum is $\partial\langle f\rangle/\partial\ln k_j$. Hence

$$\sum_jS_j=t\,\frac{d\langle f\rangle}{dt}. \tag{20}$$

In a steady state the right side vanishes, and the influences of all classes on such an $f$ balance.

### When the initial state depends on the rate constants

If $p_0$ depends on $k_j$, the derivative of (7) contains one more term, and the complete weight is

$$W_j^{\rm tot}=\frac{\partial\ln p_0(x_0)}{\partial\ln k_j}+N_j-A_j. \tag{21}$$

This matters when runs begin in a steady state. Consider one site that is filled at rate $k_a$ when empty and emptied at rate $k_d$ when full. With $K=k_a+k_d$, the occupation starting from $\theta_0$ is

$$\theta(t)=\theta_s+(\theta_0-\theta_s)e^{-Kt},\qquad\theta_s=\frac{k_a}{K},\qquad\frac{\partial\theta_s}{\partial\ln k_a}=\frac{k_ak_d}{K^2}=\theta_s(1-\theta_s). \tag{22}$$

Start at $\theta_0=\theta_s$. If $k_a$ is varied in the dynamics with $\theta_0$ held fixed, the derivative of the exponential is multiplied by $\theta_0-\theta_s=0$, and what remains is the path part $\theta_s(1-\theta_s)(1-e^{-Kt})$. Varying the initial state alone gives $\theta_s(1-\theta_s)e^{-Kt}$. For $k_a=0.3$ s$^{-1}$, $k_d=0.5$ s$^{-1}$ and $t=2$ s the two parts are 0.187 and 0.047, with the sum 0.234. The weight $N_j-A_j$ alone would miss the second part, which is a fifth of the total here. In this model the loss disappears when the window is long compared with the relaxation time $1/K$, at the price of the larger variance (16).

## 2. Estimation, and nucleation on an aluminium island

### Symbols and results carried over

Class $j$ has rate constant $k_j$, and $h_j(x)$ of its events are available in configuration $x$. Over a window of length $t$, $N_j$ counts its events, $A_j$ is the time integral of its propensity $k_jh_j$, and $W_j=N_j-A_j$. For an initial state independent of the rate constants, $\langle W_j\rangle=0$ and $\langle W_iW_j\rangle=\delta_{ij}\langle N_j\rangle$. For a quantity $f$ that does not contain $k_j$ explicitly, $S_j=\partial\langle f\rangle/\partial\ln k_j=\langle fW_j\rangle$. Otherwise the mean explicit derivative is added.

### An unbiased estimate from a finite number of runs

Take $M\ge2$ independent runs, labelled $r$, with sample means $\bar f$ and $\bar W_j$. The sample covariance is

$$C_j=\frac1{M-1}\sum_{r=1}^M(f_r-\bar f)(W_{j,r}-\bar W_j)=\frac1{M-1}\Big[\sum_rf_rW_{j,r}-M\bar f\,\bar W_j\Big]. \tag{23}$$

The first term in the bracket has the average $M\langle fW_j\rangle$. The second is $M^{-1}\sum_{r,q}f_rW_{j,q}$. Its $M$ terms with $r=q$ have the average $\langle fW_j\rangle$, and its $M(M-1)$ terms with $r\ne q$ have the average $\langle f\rangle\langle W_j\rangle=0$, because different runs are independent. Therefore

$$\langle C_j\rangle=\frac{1}{M-1}\big[M\langle fW_j\rangle-\langle fW_j\rangle\big]=\langle fW_j\rangle=S_j. \tag{24}$$

The estimate is unbiased for any $M\ge2$. With the divisor $M$ in place of $M-1$, its average would be $(1-1/M)S_j$.

The plain mean of $f_rW_{j,r}$ is also unbiased, but its noise depends on the zero from which $f$ is measured. For centring with the true mean, the two products have the same average, so their variances differ by the difference of their mean squares. Since $f^2-(f-\langle f\rangle)^2=2f\langle f\rangle-\langle f\rangle^2$,

$$\operatorname{Var}(fW_j)-\operatorname{Var}\big[(f-\langle f\rangle)W_j\big]=2\langle f\rangle\langle fW_j^2\rangle-\langle f\rangle^2\langle N_j\rangle. \tag{25}$$

For positive $\langle f\rangle$, centring reduces the noise if $2\langle fW_j^2\rangle>\langle f\rangle\langle N_j\rangle$. It does not do so for every conceivable $f$.

### How the noise compares with finite differences

For many runs the variance of $C_j$ is that of $(f-\langle f\rangle)W_j$ divided by $M$. If the squares of the two factors are roughly uncorrelated and $S_j^2$ is small, then by (16)

$$\operatorname{Var}C_j\approx\frac{\operatorname{Var}f\;\langle N_j\rangle}{M}. \tag{26}$$

The alternative is to run the simulation at $\ln k_j+\eta$ and $\ln k_j-\eta$, with $M/2$ independent runs each, and to divide the difference of the means by $2\eta$. Each mean has variance $2\operatorname{Var}f/M$, if $\operatorname{Var}f$ changes little over the step. The difference has twice this variance, and division by $2\eta$ gives

$$\operatorname{Var}_{\rm FD}\approx\frac{4\operatorname{Var}f}{M(2\eta)^2}=\frac{\operatorname{Var}f}{M\eta^2},\qquad\frac{\operatorname{Var}_{\rm FD}}{\operatorname{Var}C_j}\approx\frac1{\eta^2\langle N_j\rangle}. \tag{27}$$

Under these assumptions the covariance is less noisy as long as fewer than about $1/\eta^2$ events of the class occur per run. It has no error from the finite step, and the same runs serve all classes. For very frequent events, such as fast diffusion followed over a long window, its variance grows in proportion to the event count, and independent finite differences can become the better choice. Runs at the two rate constants that share random numbers are not covered by (27).

The sample covariance of a quantity with the weight $W_j$ gives an unbiased estimate of its derivative with respect to $\ln k_j$, from runs at a single set of rate constants, and its noise has been compared with that of independent finite differences. What remains is to test these results on second-layer nucleation on a small aluminium island, and to see what they say about the influence of each process, the barriers and the temperature.
